# Differentiating hydrogen radial moments to obtain the mean of ln r: test program

```python
# Logarithmic radial averages of a hydrogenic atom (Schroedinger equation, point
# nucleus of charge Z, infinite nuclear mass, atomic units, r in bohr).
# M(s) = <r^s> for real s.  For Z = 1:
#   M_1s = Gamma(s+3)/2^(s+1), M_2s = Gamma(s+3)(s^2+3s+4)/8, M_2p = Gamma(s+5)/24.
# Result under test: <ln r> = M'(0) = 3/2-gamma-ln2, 9/4-gamma, 25/12-gamma (minus ln Z),
#   Var(ln r) = (ln M)''(0) = pi^2/6 - 5/4, - 21/16, - 205/144,
#   general: <ln r>_nl = ln(n/2Z) + psi(n+l+1) + (2n-2l-1)/(2n).
# gamma: Euler constant, psi: digamma, L_k^a: Laguerre polynomial,
# h_k = Gamma(k+a+1)/k!, lam: strength of a perturbation lam*ln(r).
import numpy as np
import sympy as sp
import mpmath as mp
from fractions import Fraction
from scipy.linalg import eigh_tridiagonal
from scipy import constants

mp.mp.dps = 22
r = sp.symbols('r', positive=True)
s, a, x = sp.symbols('s a x')
Q = sp.Rational


def radial_residual(R, n, l, Z):
    u = r * R
    res = -sp.diff(u, r, 2) / 2 + (Q(l * (l + 1), 2) / r**2 - Z / r + Q(Z * Z, 2 * n * n)) * u
    return sp.simplify(sp.expand(res * sp.exp(Q(Z, n) * r)))


def make_average(n, l, Z):
    """Average over a radial eigenfunction, normalized by quadrature."""
    rho = Q(2 * Z, n) * r
    poly = sp.expand(rho**l * sp.assoc_laguerre(n - l - 1, 2 * l + 1, rho))
    R = poly * sp.exp(-rho / 2)
    assert radial_residual(R, n, l, Z) == 0
    f = sp.lambdify(r, R, 'mpmath')
    pts = [mp.mpf(n) / (2 * Z) * t for t in (0, 2, 8, 20, 45, 110)]
    norm = mp.quad(lambda t: (t * f(t))**2, pts)
    return lambda g: mp.quad(lambda t: g(t) * (t * f(t))**2, pts) / norm


states = {'1s': (1, 0), '2s': (2, 0), '2p': (2, 1)}
explicit_R = {'1s': 2 * sp.exp(-r),
              '2s': (1 - r / 2) * sp.exp(-r / 2) / sp.sqrt(2),
              '2p': r * sp.exp(-r / 2) / sp.sqrt(24)}
moment = {'1s': sp.gamma(s + 3) / 2**(s + 1),
          '2s': sp.gamma(s + 3) * (s**2 + 3 * s + 4) / 8,
          '2p': sp.gamma(s + 5) / 24}
closed_mean = {'1s': mp.mpf(3) / 2 - mp.euler - mp.log(2),
               '2s': mp.mpf(9) / 4 - mp.euler,
               '2p': mp.mpf(25) / 12 - mp.euler}
closed_var = {'1s': mp.pi**2 / 6 - mp.mpf(5) / 4,
              '2s': mp.pi**2 / 6 - mp.mpf(21) / 16,
              '2p': mp.pi**2 / 6 - mp.mpf(205) / 144}

# explicit radial functions: eigenfunctions, normalized, residue of M at s = -3
for name, (n, l) in states.items():
    R = explicit_R[name]
    assert radial_residual(R, n, l, 1) == 0
    assert sp.simplify(sp.integrate(sp.expand(R**2 * r**2), (r, 0, sp.oo)) - 1) == 0
    if l == 0:
        eps = Q(1, 10**12)
        residue = sp.N(eps * moment[name].subs(s, -3 + eps), 20)
        assert abs(residue - sp.N(R.subs(r, 0)**2)) < 1e-9

# digamma and trigamma values from integrals and sums
edges = [0, 1, 5, 20, 45, 110]
big = 10**5
gamma_from_sum = mp.fsum(mp.mpf(1) / k for k in range(1, big + 1)) - mp.log(big) - mp.mpf(1) / (2 * big)
assert abs(gamma_from_sum - mp.euler) < 1e-10   # remainder is about 1/(12 big^2)
assert abs(mp.quad(lambda t: mp.exp(-t) * mp.log(t), edges) + gamma_from_sum) < 1e-10
psi3 = mp.quad(lambda t: t**2 * mp.exp(-t) * mp.log(t), edges) / 2
psi5 = mp.quad(lambda t: t**4 * mp.exp(-t) * mp.log(t), edges) / 24
assert abs(psi3 - (1.5 - mp.euler)) < 1e-14
assert abs(psi5 - (mp.mpf(25) / 12 - mp.euler)) < 1e-14
assert abs(mp.nsum(lambda k: 1 / k**2, [3, mp.inf]) - (mp.pi**2 / 6 - 1.25)) < 1e-14

# dominating bound used to differentiate under the integral, delta = 1/2
grid = np.logspace(-12, 12, 4001)
assert np.all(np.abs(np.log(grid)) <= 2 * (grid**0.5 + grid**-0.5))

# moments, log mean and log variance by quadrature, for Z = 1 and Z = 7
data = {}
for Z in (1, 7):
    for name, (n, l) in states.items():
        avg = make_average(n, l, Z)
        M = sp.lambdify(s, moment[name], 'mpmath')
        for p in ('-2.3', '-0.37', '0.5', '2.7'):
            p = mp.mpf(p)
            assert abs(avg(lambda t: t**p) / (M(p) * mp.mpf(Z)**(-p)) - 1) < 1e-11
        mean = avg(mp.log)
        var = avg(lambda t: mp.log(t)**2) - mean**2
        d1 = mp.mpf(str(sp.N(sp.diff(moment[name], s).subs(s, 0), 22)))
        d2 = mp.mpf(str(sp.N(sp.diff(sp.log(moment[name]), s, 2).subs(s, 0), 22)))
        assert abs(mean - (d1 - mp.log(Z))) < 1e-14
        assert abs(mean - (closed_mean[name] - mp.log(Z))) < 1e-14
        assert abs(var - d2) < 1e-14 and abs(var - closed_var[name]) < 1e-14
        harmonic, arithmetic = 1 / avg(lambda t: 1 / t), avg(lambda t: t)
        assert abs(harmonic - mp.mpf(n * n) / Z) < 1e-14
        assert abs(arithmetic - mp.mpf(3 * n * n - l * (l + 1)) / (2 * Z)) < 1e-14
        assert harmonic < mp.exp(mean) < arithmetic
        data[Z, name] = (mean, var, harmonic, mp.exp(mean), arithmetic)
    assert abs(data[Z, '2s'][0] - data[Z, '2p'][0] - mp.mpf(1) / 6) < 1e-14

# Laguerre identities with symbolic parameter a
L = [sp.expand(sp.assoc_laguerre(k, a, x)) for k in range(6)]
for k in range(1, 5):
    assert sp.expand(x * L[k] - ((2 * k + a + 1) * L[k] - (k + 1) * L[k + 1] - (k + a) * L[k - 1])) == 0
    assert sp.Poly(sp.diff(L[k], a), x).degree() < k
    assert sp.Poly(sp.expand(sp.diff(L[k + 1], a) - L[k]), x).degree() < k

# Laguerre integrals with and without ln x, at non-integer a
alpha = mp.mpf('1.7')
Lf = [sp.lambdify(x, Lk.subs(a, Q(17, 10)), 'mpmath') for Lk in L]
for k in range(3):
    hk = mp.gamma(k + alpha + 1) / mp.factorial(k)
    def integral(j, g):
        return mp.quad(lambda t: t**alpha * mp.exp(-t) * g(t) * Lf[k](t) * Lf[j](t), edges)
    assert abs(integral(k, lambda t: 1) / hk - 1) < 1e-12
    assert abs(integral(k + 1, lambda t: 1) / hk) < 1e-12
    assert abs(integral(k, mp.log) / hk - mp.psi(0, k + alpha + 1)) < 1e-12
    assert abs(integral(k + 1, mp.log) / hk + 1) < 1e-12

# general formula against quadrature for every state with n <= 5
worst_general = mp.mpf(0)
for n in range(1, 6):
    for l in range(n):
        formula = mp.log(mp.mpf(n) / 2) + mp.psi(0, n + l + 1) + mp.mpf(2 * n - 2 * l - 1) / (2 * n)
        worst_general = max(worst_general, abs(make_average(n, l, 1)(mp.log) - formula))
assert worst_general < 1e-13


def grid_energy(n, l, Z, lam):
    """Three-point finite differences, Richardson-extrapolated in the step."""
    values = []
    for npts in (12500, 25000):
        h = 50.0 / Z / npts
        t = h * np.arange(1, npts)
        diag = 1 / h**2 + l * (l + 1) / (2 * t**2) - Z / t + lam * np.log(t)
        off = np.full(npts - 2, -0.5 / h**2)
        idx = n - l - 1
        values.append(eigh_tridiagonal(diag, off, eigvals_only=True, select='i',
                                       select_range=(idx, idx))[0])
    return (4 * values[1] - values[0]) / 3


# dE/dlam at lam = 0; tolerance covers the lam^2 error and eigenvalue round-off
slope = {}
for Z in (1, 7):
    step = 2e-4 * Z * Z
    for name, (n, l) in states.items():
        slope[Z, name] = (grid_energy(n, l, Z, step) - grid_energy(n, l, Z, -step)) / (2 * step)
        assert abs(slope[Z, name] - float(data[Z, name][0])) < 2e-5
lam_model = 0.01
splitting = grid_energy(2, 0, 7, lam_model) - grid_energy(2, 1, 7, lam_model)
assert abs(splitting / (lam_model / 6) - 1) < 0.01   # second order in lam is left over

bohr_pm = constants.physical_constants['Bohr radius'][0] * 1e12
print(f"Euler gamma = {float(gamma_from_sum):.6f}; ln 2 = {np.log(2):.6f}; ln 7 = {np.log(7):.6f}")
print(f"psi(3) = {float(psi3):.6f}; psi(5) = {float(psi5):.6f}; pi^2/6 = {np.pi**2/6:.6f}")
print(f"psi'(3) = {float(mp.psi(1, 3)):.6f}; psi'(5) = {float(mp.psi(1, 5)):.6f}")
print(f"Bohr radius a0 = {bohr_pm:.4f} pm")
print("rational parts identified from quadrature, Z = 1 (dimensionless):")
for name, (n, l) in states.items():
    mean, var = data[1, name][:2]
    c1 = Fraction(float(mean + mp.euler - mp.log(mp.mpf(n) / 2))).limit_denominator(1000)
    c2 = Fraction(float(mp.pi**2 / 6 - var)).limit_denominator(1000)
    print(f"  {name}: <ln r> + gamma - ln(n/2) = {c1}; pi^2/6 - Var = {c2}")
for Z, label in ((1, 'H'), (7, 'N6+')):
    print(f"{label}: Z = {Z}, (Z alpha)^2 = {(Z * constants.alpha)**2:.2e}")
    for name in states:
        mean, var, harmonic, geometric, arithmetic = map(float, data[Z, name])
        print(f"  {name}: <ln(r/a0)> = {mean:.6f}; grid dE/dlam = {slope[Z, name]:.5f}")
        print(f"  {name}: Var(ln r) = {var:.6f}; std = {var**0.5:.4f}")
        print(f"  {name}: 1/<1/r> = {harmonic:.4f} a0; <r> = {arithmetic:.4f} a0")
        print(f"  {name}: r_g = {geometric:.4f} a0 = {geometric * bohr_pm:.2f} pm")
    diff = float(data[Z, '2s'][0] - data[Z, '2p'][0])
    print(f"  <ln r>2s - <ln r>2p = {diff:.6f}; r_g ratio = {np.exp(diff):.4f}")
print(f"general formula, n <= 5: largest deviation from quadrature = {float(worst_general):.0e}")
print(f"N6+ with lam = {lam_model} hartree:")
print(f"  E2s - E2p, diagonalization = {splitting:.6f} hartree")
print(f"  E2s - E2p, first order lam/6 = {lam_model / 6:.6f} hartree")
print("success")
```

Output:

```
Euler gamma = 0.577216; ln 2 = 0.693147; ln 7 = 1.945910
psi(3) = 0.922784; psi(5) = 1.506118; pi^2/6 = 1.644934
psi'(3) = 0.394934; psi'(5) = 0.221323
Bohr radius a0 = 52.9177 pm
rational parts identified from quadrature, Z = 1 (dimensionless):
  1s: <ln r> + gamma - ln(n/2) = 3/2; pi^2/6 - Var = 5/4
  2s: <ln r> + gamma - ln(n/2) = 9/4; pi^2/6 - Var = 21/16
  2p: <ln r> + gamma - ln(n/2) = 25/12; pi^2/6 - Var = 205/144
H: Z = 1, (Z alpha)^2 = 5.33e-05
  1s: <ln(r/a0)> = 0.229637; grid dE/dlam = 0.22964
  1s: Var(ln r) = 0.394934; std = 0.6284
  1s: 1/<1/r> = 1.0000 a0; <r> = 1.5000 a0
  1s: r_g = 1.2581 a0 = 66.58 pm
  2s: <ln(r/a0)> = 1.672784; grid dE/dlam = 1.67278
  2s: Var(ln r) = 0.332434; std = 0.5766
  2s: 1/<1/r> = 4.0000 a0; <r> = 6.0000 a0
  2s: r_g = 5.3270 a0 = 281.89 pm
  2p: <ln(r/a0)> = 1.506118; grid dE/dlam = 1.50612
  2p: Var(ln r) = 0.221323; std = 0.4704
  2p: 1/<1/r> = 4.0000 a0; <r> = 5.0000 a0
  2p: r_g = 4.5092 a0 = 238.62 pm
  <ln r>2s - <ln r>2p = 0.166667; r_g ratio = 1.1814
N6+: Z = 7, (Z alpha)^2 = 2.61e-03
  1s: <ln(r/a0)> = -1.716273; grid dE/dlam = -1.71627
  1s: Var(ln r) = 0.394934; std = 0.6284
  1s: 1/<1/r> = 0.1429 a0; <r> = 0.2143 a0
  1s: r_g = 0.1797 a0 = 9.51 pm
  2s: <ln(r/a0)> = -0.273126; grid dE/dlam = -0.27313
  2s: Var(ln r) = 0.332434; std = 0.5766
  2s: 1/<1/r> = 0.5714 a0; <r> = 0.8571 a0
  2s: r_g = 0.7610 a0 = 40.27 pm
  2p: <ln(r/a0)> = -0.439792; grid dE/dlam = -0.43979
  2p: Var(ln r) = 0.221323; std = 0.4704
  2p: 1/<1/r> = 0.5714 a0; <r> = 0.7143 a0
  2p: r_g = 0.6442 a0 = 34.09 pm
  <ln r>2s - <ln r>2p = 0.166667; r_g ratio = 1.1814
general formula, n <= 5: largest deviation from quadrature = 5e-23
N6+ with lam = 0.01 hartree:
  E2s - E2p, diagonalization = 0.001667 hartree
  E2s - E2p, first order lam/6 = 0.001667 hartree
success
```
